# Fitting doping profiles to capacitance–voltage data with an adjoint Poisson solver

A doping profile can be fitted to capacitance–voltage data without assuming a sharp depletion edge. At each bias one solves the nonlinear Poisson equation, one linear equation for its response $u$ to voltage, and one adjoint equation for $\lambda$. With $c=C/\varepsilon$, where $C$ is capacitance per area, the derivative with respect to the doping at node $i$ is

$$\frac{\partial c}{\partial N_i}=\kappa w_i\left[u_i^2f'(\phi_i)-\lambda_i f(\phi_i)\right].\qquad(1)$$

Here $\kappa=q/\varepsilon$, $w_i$ is the cell width and $f$ the ionised fraction of acceptors. These derivatives drive a regularised least-squares fit. Regularisation is essential: doping in the layer that is depleted at every bias enters the data through its first moment alone.

## The model

A metal contact lies at $x=0$ on a p-type semiconductor with acceptor density $N(x)$. Let $\phi=(E_F-E_v)/q$ be the Fermi level measured from the valence edge, $q>0$ the elementary charge and $V_t=kT/q$. The hole quasi-Fermi level is taken as flat, and holes obey Boltzmann statistics:

$$p=N_ve^{-\phi/V_t},\qquad f=\frac1{1+a e^{-\phi/V_t}},\qquad a=g e^{E_a/(qV_t)}.$$

The acceptor level lies $E_a$ above the valence edge and has degeneracy $g$. Since $E_v$ equals $-q$ times the electrostatic potential plus a constant, $\phi''=-\rho/\varepsilon$. The charge density is $\rho=q(p-Nf)$, so

$$\phi''=s(\phi,N)=\kappa[Nf(\phi)-p(\phi)],\quad \phi(0)=\phi_B+V,\quad \phi'(L)=0.\qquad(2)$$

The hole barrier is $q\phi_B$, and $V>0$ is reverse bias. The metal carries charge $Q=-\varepsilon\phi'(0)$ per area, and $C=dQ/dV$. This derivative assumes that acceptors follow both the slow bias and the ac signal.

## What the depletion formula gets wrong

The naive scheme sets $f=1$, $p=0$ down to a depth $W$, with neutral material beyond. Then $c=1/W$. Moving the edge by $dW$ uncovers charge $qN(W)dW=C\,dV$. With $dW=-dc/c^2$ this gives

$$N_{\rm app}(W)=-\frac{c^3}{\kappa\,dc/dV}=\frac{2}{\kappa\,d(c^{-2})/dV}.\qquad(3)$$

To see what (3) reports when the edge is not sharp, define

$$\mathcal F=\int_0^L\left[\tfrac12\phi'^2+S(\phi,N)\right]dx,\qquad \partial S/\partial\phi=s.$$

Equation (2) makes $\mathcal F$ stationary. Changing the contact potential therefore leaves only a boundary term, $d\mathcal F/dV=-\phi'(0)=Q/\varepsilon$. Changing $N$ at fixed $V$ leaves only the explicit dependence, $\delta\mathcal F/\delta N(x)=\kappa\int^{\phi(x)}f\,d\phi$. Equating the two mixed derivatives and differentiating once more with respect to $V$ gives

$$\frac{\delta c}{\delta N(x)}=\frac{d}{dV}\left[\kappa u f\right],\qquad u=\frac{\partial\phi}{\partial V}.\qquad(4)$$

Take first a long uniform diode of doping $N$, depleted at its contact. Differentiating (2) with respect to $x$ shows that $\phi'$ obeys the same linear equation as $u$. Both vanish in the bulk, so $u=\phi'(x)/\phi'(0)$. Since $c=-u'(0)=-\phi''(0)/\phi'(0)$ and $\phi''(0)=\kappa N$, we have $-\phi'(0)=\kappa NW$ with $W=1/c$. A larger bias shifts the whole solution deeper, so that

$$uf=\frac{G(W-x)}W,\qquad G=\frac{-\phi' f}{\kappa N},\qquad \frac{dW}{dV}=\frac1{\kappa NW}.$$

Now add a weak variation $\delta N(x)$. Equation (4) gives

$$\delta c=\frac1{NW}\int\left[\frac{G'}W-\frac G{W^2}\right]\delta N\,dx,$$

$$\delta(c^{-2})=-2W^3\delta c=-\frac2N\int(WG'-G)\,\delta N\,dx.$$

Differentiation with respect to $V$ turns the bracket into $G'+WG''-G'=WG''$, multiplied by $dW/dV$. Since $\delta N_{\rm app}=-(\kappa N^2/2)\,\delta[d(c^{-2})/dV]$,

$$\delta N_{\rm app}(W)=\int G''(W-x)\,\delta N(x)\,dx.\qquad(5)$$

The formula thus reports a weighted average. Let $z=W-x$. In the bulk $G\to0$, and in full depletion $G=z$. The weight $G''$ therefore has unit area and zero first moment. Its second moment is the large-$W$ limit of $2\int_{-\infty}^{W}G\,dz-W^2$. Because $d\phi/dz=-\phi'$, the integral is

$$\int G\,dz=\frac1{\kappa N}\int_{\phi_b}^{\phi_s}f\,d\phi=\frac{\phi_s-\phi_b+V_t\ln f_b}{\kappa N},$$

where $b$ denotes the neutral bulk and $\phi_s=\phi_B+V$. To find $W^2$, multiply (2) by $\phi'$ and integrate, which gives $\phi'^2=2\int_{\phi_b}^{\phi}s\,d\phi$. The hole term contributes $V_tp_b=V_tNf_b$, and hence

$$W^2=\frac2{\kappa N}\left(\phi_s-\phi_b+V_t\ln f_b-V_tf_b\right).\qquad(6)$$

Subtraction leaves the second moment $2V_tf_b/(\kappa N)$. Full ionisation, $f_b\to1$, gives twice the squared Debye length. Incomplete ionisation reduces the moment, but does not make the weight narrow in the same proportion, because the weight changes sign. Indeed

$$G'=\frac{f'\phi'^2+fs}{\kappa N}.$$

Near full ionisation put $\zeta=ae^{-\phi/V_t}\ll1$. Then $f\simeq1-\zeta$ and $f'\simeq\zeta/V_t$, so to first order

$$G'\simeq1+\zeta\left(\frac{\phi'^2}{\kappa NV_t}-2\right)-\frac pN.$$

Both $\zeta$ and $p$ fall as $e^{-\phi/V_t}$, while $\phi'^2$ grows. Far enough into the depleted side $G'$ exceeds one. It must then return to one, which requires a region of negative $G''$. The depletion formula then distorts a profile and does not merely blur it. The effect needs appreciable incomplete ionisation in the bulk. If $\zeta_b\ll1$, then $p/N\simeq\zeta/\zeta_b$, and $G'$ exceeds one only where $\phi'^2>\kappa NV_t/\zeta_b$. There $\zeta$ is exponentially small, and so is the negative lobe.

## Keeping the Poisson equation

The repair is to compare measured capacitances with capacitances of the full model. Use nodes $x_i=ih$, $i=0,\ldots,n$, with $w_i=h$ inside and $h/2$ at the ends. Integrating (2) over each cell gives, for $i\ge1$,

$$(K\phi)_i+w_is_i=0.\qquad(7)$$

Inside, $(K\phi)_i=(2\phi_i-\phi_{i-1}-\phi_{i+1})/h$. At the back, $(K\phi)_n=(\phi_n-\phi_{n-1})/h$. The half cell at the contact gives the metal charge,

$$\frac Q\varepsilon=\frac{\phi_0-\phi_1}{h}+w_0s_0=(K\phi)_0+w_0s_0.$$

Since $f'=f(1-f)/V_t$, the source slope is

$$s_\phi=\frac\kappa{V_t}[Nf(1-f)+p]>0.$$

The discrete form of $\mathcal F$ is thus strictly convex and the solution is unique. Newton's method solves (7) with the symmetric, positive, tridiagonal matrix $A=K+{\rm diag}(w_is_{\phi,i})$, restricted to $i\ge1$.

A full Newton step can overshoot to small $\phi$, where $p$ is huge. A bound prevents this. At a lowest node away from the contact $(K\phi)_i\le0$, so $s_i\ge0$, and $\phi_i$ is not below the local neutral value. When the contact lies above the neutral values, as here, iterates can therefore be clipped at the smallest of them.

Differentiating (7) with respect to $V$ gives $(Au)_i=0$ for $i\ge1$, with $u_0=1$. Differentiating the metal charge gives

$$c=(Au)_0=u^{\mathsf T}Au.\qquad(8)$$

## The adjoint derivative

Changing the doping changes $A$, $\phi$ and $u$. From (8),

$$\delta c=u^{\mathsf T}(\delta A)u+2\,\delta u^{\mathsf T}Au.$$

The last term vanishes: $\delta u_0=0$, and $Au$ is zero at all other nodes. Only the diagonal of $A$ depends on doping, so

$$\delta c=\sum_iw_iu_i^2\left[\kappa f'_i\,\delta N_i+s_{\phi\phi,i}\,\delta\phi_i\right],$$

$$s_{\phi\phi}=\frac\kappa{V_t^2}[Nf(1-f)(1-2f)-p].$$

The state change follows from (7): $(A\delta\phi)_i=-\kappa w_if_i\delta N_i$ for $i\ge1$, with $\delta\phi_0=0$. Solving this for every possible $\delta N$ would be wasteful. Instead solve once

$$(A\lambda)_i=w_iu_i^2s_{\phi\phi,i}\quad(i\ge1),\qquad\lambda_0=0.\qquad(9)$$

By the symmetry of $A$, $\sum_iw_iu_i^2s_{\phi\phi,i}\delta\phi_i=\lambda^{\mathsf T}A\delta\phi=-\sum_i\kappa w_i\lambda_if_i\delta N_i$. Inserting this gives (1). If the bias changes instead, $\delta\phi=u\,\delta V$, and the same argument gives $dc/dV=\sum_iw_iu_i^3s_{\phi\phi,i}$.

## What the data cannot determine

Suppose $0\le x\le X$ is fully ionised and free of holes at every bias used. There $\phi''=\kappa N$. Multiplying by $x$ and integrating by parts yields

$$\phi(0)=\phi(X)-X\phi'(X)+\kappa\int_0^XxN(x)\,dx.\qquad(10)$$

A redistribution of acceptors within this layer that preserves $\int_0^XxN\,dx$ leaves the deeper solution unchanged at each bias. It may add a constant to $Q$, but a constant does not alter $C=dQ/dV$. This holds for finite changes, as long as the layer stays depleted.

Equation (10) also shows that an error $\delta\phi_B$ in the barrier can be absorbed by a false first moment $\delta\phi_B/\kappa$ close to the contact. Material well beyond the largest depletion depth is poorly determined for another reason: the response $u$ hardly reaches it.

## The regularised fit

Positivity is built in by fitting $m=\ln(N/N_{\rm ref})$ at knots. With linear interpolation $P$ from knots to nodes, $N_i=N_{\rm ref}\exp[(Pm)_i]$. For measured values $d_j$ with relative noise $\eta$, minimise

$$J=\tfrac12\sum_{j=1}^Mr_j^2+\tfrac12\alpha\|Dm\|^2,\qquad r_j=\frac{c_j/d_j-1}{\eta}.$$

The penalty $\|Dm\|^2$ is the discrete form of $\ell^3\int m''^2dx+0.04\,\ell\int m'^2dx$. The first term suppresses unsupported curvature, and the weak second one limits runaway slopes where data are absent. The chain rule gives

$$R_{jk}=\frac{\partial r_j}{\partial m_k}=\frac1{\eta d_j}\sum_i\frac{\partial c_j}{\partial N_i}N_iP_{ik},\qquad \nabla J=R^{\mathsf T}r+\alpha D^{\mathsf T}Dm.$$

Every bias has its own state and one scalar output. The adjoint solves needed for the gradient therefore already supply all rows of $R$. This makes the Gauss–Newton step available without further Poisson solves:

$$(R^{\mathsf T}R+\alpha D^{\mathsf T}D)\,\delta m=-\nabla J.$$

It neglects second derivatives of $r_j$. The step is halved if $J$ rises, and the solution at a large $\alpha$ starts the fit at the next smaller one.

To choose $\alpha$, linearise the fit and let $H=R(R^{\mathsf T}R+\alpha D^{\mathsf T}D)^{-1}R^{\mathsf T}$ map data to fitted data. Omitting datum $j$ is equivalent to replacing it by its own prediction. The residual of that prediction is then $r_j/(1-H_{jj})$. Replacing $H_{jj}$ by its mean gives the generalised cross-validation score

$$\frac{M\chi^2}{(M-{\rm tr}\,H)^2},\qquad\chi^2=\sum_jr_j^2,$$

which is minimised over trial values of $\alpha$. The diagonal of $(R^{\mathsf T}R+\alpha D^{\mathsf T}D)^{-1}$ supplies squared widths for $m$. They are conditional on the smoothness assumption and do not bound its bias.

## A boron layer in diamond at 500 K

Rough diamond parameters are relative permittivity 5.7, $E_a=0.37$ eV, $g=4$, hole mass $0.8\,m_e$ and barrier 1.5 eV. They give $V_t=0.0431$ V and $\kappa=3.175$ V nm. The chosen profile, 500 nm deep, is

$$N=10^{17}\left[1+2e^{-(x-180)^2/(2\cdot20^2)}\right]\ {\rm cm^{-3}},$$

with $x$ in nm. Capacitances at 81 biases from 0 to 20 V are computed with $h=0.625$ nm and given 0.05% Gaussian noise. The fit uses $h=1.25$ nm, 101 knots and $\ell=20$ nm.

In the neutral background $\phi_b=0.346$ V and $f_b=0.1255$. The potential left over in (6) is

$$\phi_b-V_t\ln f_b+V_tf_b=0.3461+0.0894+0.0054=0.4409\ {\rm V}.$$

At 20 V the computed capacitance is 16.24 nF/cm², so $W=310.8$ nm. Equation (10), joined to the uniform solution beyond the layer, accounts for this depth. With $10^{17}$ cm$^{-3}=10^{-4}$ nm$^{-3}$, the first moment is

$$10^{-4}\frac{310.8^2}{2}+2\times10^{-4}\sqrt{2\pi}\,(20)(180)=4.83+1.80=6.63\ {\rm nm^{-1}}.$$

Multiplication by $\kappa$ gives 21.06 V, which equals $20+1.5-0.44$ V.

The second moment of the depletion weight on the background is $2(0.0431)(0.1255)/(3.175\times10^{-4})=34$ nm². The largest $G'$, from the computed uniform solution, is 1.18, so the negative lobe is substantial. For a very weak layer of the same shape, (3) returns 93% of the central height. The second moment alone would predict a loss of $34/(2\cdot20^2)=4\%$, not 7%. That estimate needs a layer much wider than the weight, whose tail into the neutral material decays over $\sqrt{V_t/[\kappa Nf_b(2-f_b)]}=24$ nm.

For the actual strong layer, the densities in $10^{17}$ cm$^{-3}$ are:

| Depth (nm) | True | Depletion formula, no noise | Fit to noisy data |
|---|---:|---:|---:|
| 140 | 1.271 | 1.257 | 1.273 |
| 160 | 2.213 | 2.109 | 2.200 |
| 180 | 3.000 | 2.998 | 3.020 |
| 200 | 2.213 | 2.267 | 2.215 |
| 220 | 1.271 | 1.333 | 1.277 |

At the peak the noise-free depletion formula errs by 0.1% of the true density, against 0.7% for the fit to this noise draw. The fit's figure is about one conditional width (0.6%, given below) and changes with the draw, so it does not rank the two methods there. A good value at the peak does not vouch for the rest of the profile, however: the formula's values on the flanks are wrong by up to 5% in the table. Over 100–290 nm the root-mean-square relative error is 2.7% for the formula without noise, 3.6% when it differentiates the noisy data, and 0.4% for the fit. Three further noise draws at the same $\alpha$ bring the mean error of the fit to 0.4%, and that of the formula on the same data to 3.5%.

A control with the same doping, but at 20 K and with $E_a=0$, reduces the noise-free depletion error to 0.2%. Temperature and level change together there; setting $E_a=0$ alone, at 500 K, raises the error to 5.3%, so the improvement comes from the lower temperature. The control is a mathematical short-tail limit, with neutral $p/N_v$ up to 0.4 and thus outside Boltzmann statistics, not a description of cold boron-doped diamond, and it supports the thermal tail as the source of the distortion.

Cross-validation selects $\alpha=100$, with $\chi^2=51.9$ and ${\rm tr}\,H=13.9$. The data thus support about fourteen combinations of the 101 parameters. The conditional width of $\ln N$ is 0.006 at the peak, 0.08 at 20 nm and 0.8 at 450 nm. The last two depths lie outside the range swept by the edge, 82–311 nm, and the curve there largely expresses the smoothness assumption.

The first-moment ambiguity is visible in a finite change. Redistributing up to $5\times10^{16}$ cm$^{-3}$ within the first 30 nm at zero first moment changes $C$ by at most 0.0005%. Taking the absolute value of that same change, which gives it a first moment, changes $C$ by up to 1.0%. Likewise, refitting with a barrier 0.05 eV too high shifts $\ln N$ by 0.09 (root mean square) within 80 nm of the contact, but by 0.0003 over 100–290 nm.

## Where a real diode departs from the model

The small random error is not the total accuracy. The largest changes in $C$ over the sweep are 0.7% for $g=6$ instead of 4, 0.5% for $10^{15}$ cm$^{-3}$ compensating donors, 0.4% for a level 10 meV shallower, and 0.1% each for a 10 K rise and a hole mass of $1.0\,m_e$. All exceed the 0.05% noise. Their effect on the profile need not be as large: refitting with the temperature 10 K too high shifts $\ln N$ by 0.0008 over 100–290 nm. Compensation is different. In depletion the fixed charge is $N-N_D$, so a fit that ignores donors returns net doping, here lower by about 1% of the background.

At 20 V the contact field is $F=1.3$ MV/cm, below a rough diamond breakdown scale of 10 MV/cm for a uniform junction. Field crowding at a contact edge is not included. The triangular-barrier tunnelling exponent $4\sqrt{2m}(q\phi_B)^{3/2}/(3\hbar qF)$ is 86, so direct tunnelling at the Fermi level is negligible. Thermionic emission, with 0.18 eV image-force lowering and a thermally assisted tunnelling factor of 2.3, gives about $3\times10^{-6}$ A/cm². The slope of this current with bias, which is its share of the conductance seen by the ac signal, is about $3\times10^{-5}$ of $\omega C$ at 100 kHz. Defect leakage in a real contact can be larger. Boltzmann statistics are adequate, since $p/N_v$ in neutral material is at most $6\times10^{-4}$.

The assumption that acceptors follow the signal depends strongly on temperature. For an assumed capture area of $10^{-15}$ cm², the emission rate $\sigma vN_ve^{-E_a/kT}/g$, with $v=\sqrt{3kT/m}$, makes the ratio of $\omega$ to that rate 0.02 at 100 kHz and 500 K. If each acceptor relaxes at this rate divided by $f$, the lag changes the real capacitance by at most 0.002%, well below the noise, and adds a loss of up to 0.2% of $\omega C$, larger than the leakage term. At 300 K the exponential alone lowers the rate by $\exp[(0.37/0.0431)(500/300-1)]\simeq300$, and the prefactor $vN_v\propto T^2$ lowers it by a further factor of 2.8. The ratio rises to about 18. The static capacitance used here then no longer applies at 100 kHz. One must lower the frequency or model the acceptor kinetics; no choice of $\alpha$ can correct the wrong forward model.
